# Angular Dependence of Beta-Proton Hyperfine Coupling and Its Methyl Average

A planar radical carbon \(C_\alpha\) carries an unpaired electron in a p orbital. Its neighbour \(C_\beta\) carries protons that lie outside the radical centre, yet can split the electron resonance strongly. The problem is to find how this splitting depends on the orientation of a \(C_\beta\)–H bond, and what remains when a methyl group rotates.

Put \(C_\alpha\) at the origin, \(C_\beta\) on the positive \(x\) axis at distance \(R\), and the p orbital along \(z\). Looking along \(x\), let \(\theta\) be the angle between the p axis and the projected \(C_\beta\)–H bond. The total electron spin is \(S=1/2\). Couplings are frequencies \(a\), defined by the energy \(ha\,\mathbf I\cdot\mathbf S\), and are positive for positive spin density at the proton.

## (a) From spin density to coupling

**Find the isotropic coupling of a proton in terms of the electron spin density \(\rho_s\) at its nucleus.**

**Solution.** Surround the proton by a sphere so small that the electron magnetization \(\mathbf M\) is uniform inside. The magnetization outside acts as a set of point dipoles. Their coupling to the proton is a traceless tensor, which averages to zero when the radical tumbles isotropically. Only the sphere is left.

A uniformly magnetized sphere of radius \(b\) is equivalent to a surface current \(M\sin\vartheta\), with \(\vartheta\) measured from \(\mathbf M\). The ring between \(\vartheta\) and \(\vartheta+d\vartheta\) carries the current \(M\sin\vartheta\,b\,d\vartheta\), has radius \(b\sin\vartheta\), and lies at distance \(b\) from the centre. The Biot–Savart law gives

\[
B=\int_0^\pi \frac{\mu_0 (M b\sin\vartheta)(b\sin\vartheta)^2}{2b^3}\,d\vartheta
=\frac{\mu_0M}{2}\int_0^\pi\sin^3\vartheta\,d\vartheta=\frac23\mu_0M ,
\]

since the last integral is \(4/3\). With \(\rho_s\) normalized to one electron, \(\mathbf M=-g_e\mu_B\rho_s\mathbf S\), where \(g_e>0\). The proton moment is \(g_p\mu_N\mathbf I\), and its energy is \(-\boldsymbol\mu_p\cdot\mathbf B\). The two minus signs cancel:

\[
a=\frac{2\mu_0}{3h}\,g_e\mu_B\,g_p\mu_N\,\rho_s(\mathbf R_H)\equiv F\rho_s(\mathbf R_H).
\]

Numerically \(F=4469.9\) MHz bohr³. A hydrogen 1s orbital has density \(1/\pi\) bohr⁻³ at its nucleus, so one full unpaired electron there gives \(a_H=F/\pi=1422.8\) MHz.

## (b) The hyperconjugative overlap

**Find the overlap of the p orbital with the tetrahedral carbon hybrid that forms the C–H bond, for Slater 2p functions of exponent \(\zeta\).**

**Solution.** The hybrid is \(h=\tfrac12 s+\tfrac{\sqrt3}{2}p_n\), where \(\mathbf n\) points from \(C_\beta\) to H. At the tetrahedral angle \(\mathbf n\) has component \(1/3\) along \(x\) and length \(2\sqrt2/3\) perpendicular to it, so \(n_z=(2\sqrt2/3)\cos\theta\).

The reflection \(z\to-z\) reverses \(p_z\) on \(C_\alpha\) but leaves \(s\), \(p_x\) and \(p_y\) on \(C_\beta\) unchanged. Their overlaps with \(p_z\) vanish. Only the parallel pair remains:

\[
S_{ph}(\theta)=\frac{\sqrt3}{2}\,\frac{2\sqrt2}{3}\cos\theta\,S_{\pi\pi}
=\sqrt{\tfrac23}\,S_{\pi\pi}\cos\theta\equiv S_0\cos\theta .
\]

To evaluate \(S_{\pi\pi}\), use \(\xi=(r_\alpha+r_\beta)/R\), \(\eta=(r_\alpha-r_\beta)/R\) and the azimuth \(\phi\). Then \(z^2=\tfrac{R^2}{4}(\xi^2-1)(1-\eta^2)\cos^2\phi\) and \(dV=\tfrac{R^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi\). The product of the normalized functions is \((\zeta^5/\pi)z^2e^{-\zeta R\xi}\). The \(\phi\) integral gives \(\pi\), and with \(q=\zeta R\)

\[
S_{\pi\pi}=\frac{q^5}{32}\int_1^\infty\! d\xi\,e^{-q\xi}(\xi^2-1)\int_{-1}^{1}\! d\eta\,(1-\eta^2)(\xi^2-\eta^2).
\]

The inner integral is \(\tfrac43\xi^2-\tfrac4{15}=\tfrac4{15}(5\xi^2-1)\). Setting \(\xi=1+t\) turns \((\xi^2-1)(5\xi^2-1)\) into \(8t+24t^2+20t^3+5t^4\), and \(\int_0^\infty t^ne^{-qt}dt=n!/q^{n+1}\) gives

\[
S_{\pi\pi}=\frac{q^5e^{-q}}{120}\left(\frac8{q^2}+\frac{48}{q^3}+\frac{120}{q^4}+\frac{120}{q^5}\right)
=e^{-q}\left(1+q+\frac{2q^2}{5}+\frac{q^3}{15}\right).
\]

For \(\zeta=1.60\) bohr⁻¹ and \(R=2.8157\) bohr, \(q=4.505\), \(S_{\pi\pi}=0.2179\) and \(S_0=0.1780\). Direct quadrature at 37° gives 0.1421, which equals \(S_0\cos37^\circ\).

The cosine does not depend on the choice of hybrid. Write \(p_z=\cos\theta\,p_\parallel+\sin\theta\,p_\perp\), with \(p_\parallel\) in the C–C–H plane. An orbital symmetric about the C–H axis is even under reflection in that plane, whereas \(p_\perp\) is odd, so only \(\cos\theta\,p_\parallel\) overlaps with it. The direct overlap with hydrogen 1s, 0.0887 at \(\theta=0\), therefore has the same angular factor. A one-electron Hamiltonian element has it too, provided that the effective Hamiltonian shares the local reflection symmetry and that its element with \(p_\parallel\) does not itself change with \(\theta\).

## (c) Spin density transferred to the proton

**Let the hybrid \(h\) and the hydrogen orbital \(s_H\) have energies \(E_h,E_s\) and resonance integral \(\beta<0\). The p orbital has energy \(E_p\), between the bonding and antibonding C–H levels. Find the coupling to leading order in the p–hybrid interaction.**

**Solution.** Neglect the overlap of \(h\) with \(s_H\), and let p interact with the bond through \(h\) alone. The bond orbitals are \(\sigma_j=a_jh+b_js_H\), with energies \(E_j\). Let \(c_p\) be the coefficient of this p orbital in the unperturbed singly occupied orbital, whose energy is taken to be \(E_p\). The row of \((\mathbf H-E\mathbf S)\mathbf c=0\) belonging to \(\sigma_j\) reads

\[
(E_j-E)c_j+a_j(H_0-ES_0)\cos\theta\,c_p=0,
\]

where \(H_0\) is the p–hybrid Hamiltonian element at \(\theta=0\). To leading order \(E=E_p\), so

\[
c_j=\frac{a_jW\cos\theta}{E_p-E_j}\,c_p,\qquad W=H_0-E_pS_0 .
\]

The link to overlap is explicit in the Wolfsberg–Helmholz estimate \(H_0=KS_0(E_p+E_h)/2\):

\[
W=S_0\left[\tfrac K2(E_p+E_h)-E_p\right].
\]

The amplitude on hydrogen is \(c_H=\sum_jb_jc_j\). The sum \(\sum_j a_jb_j/(E_p-E_j)\) is the off-diagonal element of the inverse of

\[
\begin{pmatrix}E_p-E_h&-\beta\\-\beta&E_p-E_s\end{pmatrix},
\]

and therefore

\[
c_H=v_0\cos\theta\,c_p,\qquad v_0=\frac{\beta W}{(E_p-E_h)(E_p-E_s)-\beta^2}.
\]

Both bond orbitals contribute with the same sign. For the bonding one \(ab>0\) and \(E_p-E_j>0\); for the antibonding one both signs are reversed.

Let the closed shells have equal spin-up and spin-down densities, so that the spin density is that of the singly occupied orbital. Keep only the 1s part at the proton. With \(\rho=c_p^2\), the π spin population on \(C_\alpha\),

\[
a(\theta)=\rho B_2\cos^2\theta,\qquad B_2=a_Hv_0^2 .
\]

This is the hyperconjugative part of the Heller–McConnell law. The cosine comes from the overlap; its square comes from passing from amplitude to density. At \(\theta=90^\circ\) the bond lies in the nodal plane of p and the contribution vanishes.

**Numbers.** Take round parameters \(E_p,E_h,E_s=-11,-14,-13\) eV, \(\beta=-6\) eV and \(K=1.75\). Then

\[
W=0.17795\,(-21.875+11)=-1.935\ \text{eV},\qquad
v_0=\frac{(-6)(-1.935)}{3\times2-36}=-0.387 .
\]

The bonding orbital supplies \(-0.113\) and the antibonding one \(-0.274\). The leading estimate for one bond is \(B_2=0.387^2\times1422.8\approx213\) MHz. This number depends strongly on the neglected direct p–H interaction. Adding the overlap 0.0887 with the same Wolfsberg–Helmholz rule lowers it to about 127 MHz, and changes the methyl coefficient of part (d) from 134 to 146 MHz, while the angular factor is unchanged.

**Range of validity.** Energy shift and normalization change the density by a relative amount of order \(W^2\). At \(\theta=25^\circ\), with the p–hybrid interaction scaled to 0.2 and 0.1 of its value, the relative errors of the leading density are 1.1% and 0.28%, close to the expected factor of four. At full strength the single-bond model has a density ratio between 45° and 0° of 0.566 instead of 0.5, so its \(\cos^2\theta\) law is only approximate.

Proportionality to \(\rho\) has the same status. At the end of a three-carbon π chain, \(\rho=1/2\) in the nonbonding orbital. Take a π resonance integral of \(-2.5\) eV and attach there the methyl group of part (d), with \(\gamma=-1\) eV. The proton density relative to the one-carbon radical is 0.501 at one tenth of the interaction, but 0.575 at full strength.

## (d) Three bonds together

**Attach three such bonds at \(\theta_k=\theta_0+2\pi k/3\), \(k=0,1,2\), to a single p orbital. Let their hybrids interact through a common element \(\gamma\). Solve the model without expanding in \(W\).**

**Solution.** Let \(c_p\) now denote the full coefficient of p, and let \(W_E=H_0-ES_0\). The equations are

\[
(E-E_h)c_{h,k}=W_E\cos\theta_k\,c_p+\beta c_{s,k}+\gamma\sum_{j\ne k}c_{h,j},
\]
\[
(E-E_s)c_{s,k}=\beta c_{h,k},\qquad
(E-E_p)c_p=W_E\sum_k\cos\theta_k\,c_{h,k}.
\]

Try \(c_{h,k}=u\cos\theta_k\,c_p\) and \(c_{s,k}=v\cos\theta_k\,c_p\). Because \(\sum_k\cos\theta_k=0\), the sum over the other two hybrids is \(-u\cos\theta_k\,c_p\). The common factor \(\cos\theta_k\,c_p\) cancels, leaving

\[
(E-E_h+\gamma)u=W_E+\beta v,\qquad v=\frac{\beta u}{E-E_s}.
\]

Hence, with \(D=(E-E_h+\gamma)(E-E_s)-\beta^2\),

\[
u=\frac{W_E(E-E_s)}{D},\qquad v=\frac{\beta W_E}{D}.
\]

From \(\cos^2\theta_k=\tfrac12(1+\cos2\theta_k)\) and \(\sum_k\cos2\theta_k=0\) follows \(\sum_k\cos^2\theta_k=3/2\). The p equation and the normalization become

\[
E-E_p=\tfrac32W_Eu,\qquad
c_p^2\left[1+\tfrac32(u^2+v^2+2S_0u)\right]=1 .
\]

Neither contains \(\theta_0\). The density on each hydrogen is \(Q\cos^2\theta_k\), with \(Q=c_p^2v^2\) independent of orientation. Within this model the angular law thus holds at any interaction strength, and the mean over the three protons is \(Q/2\) even for a static group.

For \(\gamma=-1\) eV the root that starts from \(E_p\) is \(E=-11.278\) eV. Then \(W_E=-3.8927+11.278\times0.17795=-1.886\) eV and \(D=1.722^2-36=-33.03\) eV², so \(v=-0.3425\). With \(c_p^2=0.8046\) this gives \(Q=0.0944\). The angular coefficient is \(0.0944\times1422.8\approx134\) MHz, and the three-proton mean is 67 MHz. Diagonalization of the seven-orbital problem at three orientations confirms the solution.

## (e) The general form and the rotating methyl group

**Now drop the orbital model. Which angular terms does symmetry allow for a methyl group on a symmetric planar centre such as \(\mathrm{CH_2}\), and what coupling remains after rapid rotation?**

**Solution.** Reflection \(y\to-y\) gives \(a(\theta)=a(-\theta)\), and \(z\to-z\) gives \(a(\theta)=a(\pi-\theta)\). Together they make \(a\) even with period \(\pi\):

\[
a(\theta)=A_0+A_1\cos2\theta+A_2\cos4\theta+A_3\cos6\theta+\dots
\]

Keeping the first two terms and using \(\cos2\theta=2\cos^2\theta-1\) gives the full Heller–McConnell form

\[
a(\theta)=\rho(B_0+B_2\cos^2\theta),\qquad \rho B_0=A_0-A_1,\quad \rho B_2=2A_1 .
\]

The constant \(B_0\) allows for spin density that survives in the nodal plane, such as that produced by spin polarization of the closed shells. A pyramidal centre lacks the reflection \(z\to-z\), so odd harmonics such as \(\cos\theta\) may then appear.

For free rotation all angles are equally likely, \(\langle\cos2\theta\rangle=0\) and \(\langle\cos^2\theta\rangle=1/2\). Therefore

\[
\boxed{\ \bar a=\rho\left(B_0+\tfrac12B_2\right)\ }
\]

The angular coefficient is halved. The coupling as a whole is half its maximum only if \(B_0\) is negligible.

Free rotation is sufficient but not necessary. If the angular distribution is unchanged by a 120° turn, then \(\langle e^{2i\theta}\rangle=e^{4\pi i/3}\langle e^{2i\theta}\rangle\), which forces the average to vanish. On a symmetric planar centre the barrier is sixfold, which meets this condition. Even a threefold barrier of \(5k_BT\), possible at a less symmetric centre, leaves \(\langle\cos^2\theta\rangle=0.5000\).

A bond in a twofold potential behaves differently. For a distribution proportional to \(e^{x\cos2\theta}\), where \(x\) is the barrier divided by \(2k_BT\),

\[
\langle\cos^2\theta\rangle=\frac12\left[1+\frac{I_1(x)}{I_0(x)}\right],
\]

because the modified Bessel functions satisfy \(I_n(x)=\frac1{2\pi}\int_0^{2\pi}e^{x\cos\phi}\cos n\phi\,d\phi\). At \(x=1\) the average is 0.723. It tends to 1/2 for \(x\to0\) and to 1 for a bond locked at \(\theta=0\).

## (f) Ethyl radical

**Use calculated couplings of ethyl to examine the angular law and the origin of its two constants.**

**Solution.** The calculation uses PBE0/6-31G* at a fixed, idealized geometry with a planar centre. The restricted open-shell result contains the density of the singly occupied orbital alone. The unrestricted result also contains spin polarization, which is here defined as the difference between the two.

| \(\theta\) | Restricted / MHz | Unrestricted / MHz | Difference / MHz |
|---:|---:|---:|---:|
| 0° | 91.7 | 136.6 | 44.9 |
| 30° | 68.3 | 103.0 | 34.8 |
| 60° | 22.5 | 36.3 | 13.9 |
| 90° | 0.0 | 3.1 | 3.1 |

A fit to these four angles gives, for the unrestricted data, \(\rho B_0=3.0\) MHz and \(\rho B_2=133.5\) MHz. At 15°, 45° and 75°, which were not fitted, the largest error is 0.14 MHz, about 0.1% of \(\rho B_2\).

The difference column shows that \(B_2\) is not due to the singly occupied orbital alone. The restricted fit has \(\rho B_2=91.6\) MHz, so polarization supplies the other 41.8 MHz, or 31% of the unrestricted coefficient. It also supplies the 3.1 MHz at 90°, where the singly occupied orbital has a node. Polarization therefore enters both constants, and the derivation in (c) accounts for only part of \(B_2\).

It follows that the closeness of 134 MHz from the model in (d) to 133.5 MHz is accidental. The comparable quantity is the restricted 91.6 MHz, which the model exceeds by 47%. Part of this excess comes from the small Gaussian basis, which has no cusp at the proton and underestimates the density there, whereas the model uses the exact 1s value.

The rotating coupling is

\[
\bar a=3.01+\tfrac12(133.46)=69.74\ \text{MHz},
\]

or 2.49 mT, while \(\rho B_2\) corresponds to 4.76 mT. The three-proton means at three methyl orientations are 69.72, 69.71 and 69.71 MHz. This constancy has a simple origin: summing over angles 120° apart removes \(\cos2\theta\) and \(\cos4\theta\), so the first harmonic that can vary the mean is \(\cos6\theta\).

Vibrations, solvent, geometry relaxation and the error of the functional are left out, and the values are not converged in the basis. Take 6-311G* on carbon, 6-311G** on the \(\mathrm{CH_2}\) hydrogens, and ten uncontracted s functions and one p shell on each methyl hydrogen. The angular coefficient from the 30° and 90° protons then rises by about 10 MHz (11%) in the restricted and 8 MHz (6%) in the unrestricted calculation. The three-proton mean rises from 69.7 to 73.9 MHz, the polarization share falls to about 29%, and the excess of the model falls to about 33%. The 90° value stays at 3.1 MHz. These values examine the law; they do not predict a measured spectrum.

## (g) How fast must the group rotate?

**Let the methyl group jump by 120° at rate \(k\) to each of the other two orientations. Find the position and width of the line with proton spins up, up, down when \(k\) is large.**

**Solution.** Work in a strong external field and keep only the secular part \(ha_iI_{z,i}S_z\) of each coupling, so that the offset is \(\sum_ia_im_i\). If the down spin occupies site \(j\), the frequency offset is \(\nu_j=\tfrac12\sum_ia_i-a_j\). With \(\omega_j=2\pi\nu_j\), the transverse magnetization obeys

\[
\dot G_j=i\omega_jG_j+k\sum_{l\ne j}(G_l-G_j).
\]

The jump matrix has eigenvalue 0 for the uniform vector and \(-3k\) for the two vectors orthogonal to it. Treat \(i\omega_j\) as a perturbation of the uniform vector. First order gives \(i\bar\omega\). Second order gives \(i^2\) times the summed squared couplings to the other vectors, divided by \(0-(-3k)\). That sum is \(\overline{\omega^2}-\bar\omega^2\), so

\[
\lambda\approx i\bar\omega-\frac{\overline{\omega^2}-\bar\omega^2}{3k}.
\]

The line lies at the mean offset \(\bar\nu=\tfrac12\bar a\), where \(\bar a\) is the mean of the three couplings. Its full width is \(-\mathrm{Re}\,\lambda/\pi\) in frequency. The result requires \(k\) to be much larger than the spread of the \(\omega_j\), and it treats the orientation classically. It is also only the secular part of the width. The omitted electron–proton flip-flop terms connect levels separated by the electron angular frequency \(\omega_e\), so their second-order denominator is \(3k\pm i\omega_e\) instead of \(3k\). Their effect on the width is negligible only when \(\omega_e\gg3k\); otherwise they change it by a comparable amount, which differs between combinations of the proton spin states and need not be a broadening.

For couplings of 136.56, 36.30 and 36.30 MHz the offsets are \(-31.98\), 68.28 and 68.28 MHz. Their mean is 34.86 MHz and their variance 2234 MHz². At \(k=10^{11}\) s⁻¹ the decay rate is \((2\pi)^2\times2.234\times10^{15}/(3\times10^{11})=2.94\times10^5\) s⁻¹, which gives a width of 0.094 MHz. This is the width in the purely secular model. At this rate and a resonance frequency near 10 GHz, \(\omega_e\) is smaller than \(3k\), so the flip-flop terms change the widths comparably. They also split this line by about \(3\bar a^2/(2\nu_e)\approx0.7\) MHz, where \(\nu_e=\omega_e/2\pi\), because the three proton spins can combine to a total spin of 3/2 or 1/2. Since this splitting exceeds the width, neither component keeps 0.094 MHz. At \(\nu_e=10\) GHz the secular fluctuation alone gives 0.047 MHz for spin 3/2 and 0.070 MHz for spin 1/2, and the full isotropic coupling gives 0.069 and 0.160 MHz. Both effects are far below the splitting \(\bar a\approx70\) MHz due to the methyl protons, so they do not obscure it. The two \(\mathrm{CH_2}\) protons, left out of this jump model, split the spectrum further, so neighbouring lines of the full ethyl spectrum can lie closer together than \(\bar a\). The numerical output lists the couplings, the mean offset and the secular width.

## Computed values

```
sphere centre field / (mu0 M): 0.666667
contact factor: 4469.9 MHz bohr^3
hydrogen 1s coupling: 1422.8 MHz
field conversion: 0.035682 mT/MHz
carbon exponent: 1.60 1/bohr; C-C: 2.8157 bohr
q = zeta R: 4.5051; S_pipi: 0.21794
p-hybrid overlap at 0 deg: 0.17795
p-hybrid quadrature at 37 deg: 0.14212
p-H(1s) overlap at 0 deg: 0.08868
model E_p, E_h, E_s: -11.0, -14.0, -13.0 eV
model beta, geminal, beta_pi: -6.0, -1.0, -2.5 eV
Wolfsberg-Helmholz K: 1.75; H_ph: -3.8927 eV
driving element W: -1.9352 eV
H amplitude via sigma, sigma*: -0.1132, -0.2739
single-bond first-order H amplitude: -0.3870
leading-density error, coupling x0.2, x0.1: 0.01106, 0.00280
single bond, full coupling, density 45/0 deg: 0.5655
methyl model SOMO energy: -11.2780 eV; c_p^2: 0.8046
methyl model H density coefficient K: 0.09438
methyl model angular coefficient: 134.3 MHz
methyl model rotating average: 67.1 MHz
H density, 3-carbon/1-carbon pi, weak coupling: 0.5011
same ratio at full coupling: 0.5753
mean cos^2, free rotation: 0.5000
mean cos^2, threefold barrier 5 kT: 0.5000
mean cos^2, twofold barrier 2 kT (x=1): 0.7232
ethyl couplings in MHz: angle, SOMO only, full, difference
   0 deg:    91.65   136.56    44.91
  15 deg:    85.35   127.56    42.21
  30 deg:    68.26   103.02    34.77
  45 deg:    45.20    69.60    24.41
  60 deg:    22.45    36.30    13.85
  75 deg:     5.99    11.98     5.99
  90 deg:     0.00     3.09     3.09
SOMO-only fit B0, B2: -0.23, 91.64 MHz
full fit rho*B0, rho*B2: 3.01, 133.46 MHz
largest held-out error, SOMO only, full: 0.40, 0.14 MHz
three-proton means at 0, 15, 30 deg: 69.72, 69.71, 69.71 MHz
measured fraction of angular span: 0.4992, 0.4992, 0.4992
rotating methyl, B0 + B2/2: 69.74 MHz
rho*B2 and rotating coupling: 4.762, 2.489 mT
jump rate to each site: 1.0e+11 1/s
line offset, mean offset: 34.860, 34.860 MHz
line full width from jumps: 0.0936 MHz
```
